How the Coulomb pseudopotential lowers the isotope coefficient in McMillan's equation, part 2

The isotope coefficient α = −d ln Tc / d ln M, with M the ionic mass, is calculated from McMillan's equation, a fit to Eliashberg solutions (k_B = ħ = 1; temperatures, frequencies and energies in kelvin):

Tc = (Θ/1.45) exp[ −a(1+λ)/D ],
D = λ − μ*(1+cλ),   a = 1.04,   c = 0.62.

Θ ∝ M^(−1/2) is the Debye temperature. The Allen-Dynes form replaces Θ/1.45 by ω_log/1.2, with ω_log the λ-weighted logarithmic average phonon frequency. For harmonic phonons the coupling λ = N Iᵀ Φ⁻¹ I is mass-independent (N density of states per spin, I electronic matrix elements per unit displacement, Φ force constants). The Coulomb pseudopotential μ* obeys

1/μ* = 1/μ + ln(E/ω_c),
dμ*/d ln M = −μ*²/2,

with μ the bare repulsion, E the electronic cutoff and ω_c = pΘ the phonon cutoff. With Tc = Θ F(λ, μ*) and L = ln(Θ/1.45Tc) = a(1+λ)/D,

∂ ln F/∂μ* = −a(1+λ)(1+cλ)/D²,
α = (1 − δ)/2,
δ = (μ*L)² (1+cλ)/[a(1+λ)].

Equivalently, δ is the leading term [a(1+λ)(1+cλ)/λ²] μ*² times (λ/D)². It falls monotonically with λ, from the threshold λ₀ = μ*/(1 − cμ*) to the floor δ_∞ = a c μ*²/(1 − cμ*)². α vanishes at λ_z, the positive root of

Aλ² + Bλ + C = 0,
A = (1 − cμ*)² − a c μ*²,
B = −2μ*(1 − cμ*) − a(1+c)μ*²,
C = (1 − a)μ*²,

and λ_z → (1 + √a)μ* as μ* → 0.

In the square-well model the gap is Δ₁ below ω_c and Δ₂ above, K₁ and K₂ are the integrals of tanh(ξ/2T)/ξ over these ranges of band energy ξ, and δ = (Δ₂/Δ₁)². Phonons renormalize electrons near the Fermi level by Z = 1 + λ. Matsubara frequencies are ω_n = πT(2n+1). A cutoff weight with w(0) = 1, approached at least linearly, and w(x) + w(1/x) = 1 gives the same logarithm as a sharp cutoff. A program tests the results, partly on a random two-species lattice.

Q: Give me numbers.

A: Take round model parameters that describe no particular material: Θ = 400 K, E = 60000 K, μ = 0.4, p = 1 and λ = 0.4. Then ln(E/Θ) = ln 150 = 5.0106, and

μ* = 0.4/(1 + 0.4 × 5.0106) = 0.13314,   μ*² = 0.017727.

Retardation has reduced the repulsion to a third. With bare μ = λ there would be no net attraction at all. Next, 1 + cλ = 1.2480, and

D = 0.4 − 0.13314 × 1.2480 = 0.23384,
L = 1.04 × 1.4/0.23384 = 6.227,
Tc = (400 K/1.45) e^(−6.2266) = 0.5451 K = 0.04698 meV.

The sensitivity is ∂ ln F/∂μ* = −L(1+cλ)/D = −6.2266 × 1.2480/0.23384 = −33.23, and so

δ = 33.23 × 0.017727 = 0.5891,   α = (1 − 0.5891)/2 = 0.2054.

The form with L agrees: μ*L = 0.8290, its square is 0.6873, and multiplying by 1.2480/(1.04 × 1.4) gives 0.5891. The leading-order term alone is 11.36 × 0.017727 = 0.201. The remaining factor (λ/D)² = (0.4/0.23384)² = 2.93 nearly triples it. The four digits serve to follow the arithmetic. As a physical statement the result is Tc of about 0.5 K, or 0.05 meV, and α of about 0.2.

For the same μ*, the dependence on λ is:

λ = 0.30: Tc = 0.020 K, δ = 1.408, α = −0.204
λ = 0.35: Tc = 0.157 K, δ = 0.857, α = 0.071
λ = 0.40: Tc = 0.545 K, δ = 0.589, α = 0.205
λ = 0.50: Tc = 2.29 K, δ = 0.342, α = 0.329
λ = 0.70: Tc = 8.56 K, δ = 0.173, α = 0.413
λ = 1.00: Tc = 19.5 K, δ = 0.097, α = 0.451
λ = 1.50: Tc = 34.1 K, δ = 0.058, α = 0.471

The threshold is λ₀ = 0.1451. The coefficients of the quadratic are A = 0.83028, B = −0.27417 and C = −0.000709, so B² − 4AC = 0.07517 + 0.00235 = 0.07752 with square root 0.2784, and λ_z = (0.27417 + 0.2784)/(2 × 0.83028) = 0.3328. This is 2.50 μ*, well above the small-μ* limit, mainly because A is 0.83 and not 1. Tc at that point is 0.088 K. The program tests λ_z against the zero of the numerical derivative. At the other end, α reaches 0.45, a reduction of 10% relative to 1/2, only at λ = 0.98, and the floor is δ_∞ = 0.0136, which bounds α by 0.493. So for this μ* "small λ" extends further than the phrase suggests. At λ = 0.7, more than five times μ*, α is still 17% below 1/2.

Q: An experiment compares two finite masses. Does the derivative describe that?

A: Increase M by 10%. Then Θ = 381.39 K and μ* = 0.13231, a drop of 0.00084 before rounding, in line with dμ*/d ln M = −0.008864 times ln 1.1 = 0.0953. With μ* frozen, Tc would fall from 0.5451 K to 0.5198 K. With μ* running it falls only to 0.5344 K. The ratio 0.5344/0.5198 = 1.028 is exp(33.23 × 0.00084), so more than half of the expected drop is recovered through the exponent. The finite-difference exponent −ln(Tc′/Tc)/ln 1.1 is 0.2086, slightly above the local value 0.2054, because α itself changes along the way. From the formula, ∂ ln δ/∂μ* = 2/μ* + 2(1+cλ)/D = 15.02 + 10.67 = 25.7. Then d ln δ/d ln M = −25.7 × 0.008864 = −0.228, and dα/d ln M = −(δ/2)(−0.228) = 0.067. The finite exponent is the average of α over the interval, which to first order is the value at its midpoint in ln M, 0.2054 + 0.067 × 0.0953/2 = 0.2086.

Q: You said that p does not matter. But the cutoff is not sharply defined in a real metal. What happens to your example for p = 10?

A: It changes drastically. With the same μ and E, μ* becomes 0.19201, and McMillan's equation at λ = 0.4 gives α = −0.80 instead of 0.21. So I must say precisely what is independent of p. The law dμ*/d ln M = −μ*²/2 and the formula for δ as a function of λ and μ* hold for every p, and the program tests them for p = 1 and p = 10. The value of μ* that belongs to a given μ does depend on p:

1/μ*(pΘ) = 1/μ*(Θ) − ln p.

The true Tc cannot depend on where one chooses to split the energy range. In a consistent theory the function F changes with p so as to compensate. In terms of y = 1/μ* we have ∂/∂y = −μ*² ∂/∂μ*, so δ = ∂ ln F/∂y. A change of p shifts y by a constant, and if F is rewritten as F_p(y) = F₁(y + ln p) the derivative at corresponding points is the same. McMillan's equation with fixed a and c is not invariant under this shift, so those constants can be right for one convention only. The value −0.80 is what results from feeding the equation a μ* that belongs to a different convention from the one used for 0.21, and the two numbers are not two answers to the same question.

In the square-well model the edge of the attraction is part of the model, so p = 1 is exact there. For the fit, the convention has to be checked against the Eliashberg equations. The practical lesson is that for small λ the formula is only as good as the knowledge of the μ* that belongs in it. In the example ∂ ln δ/∂μ* = 25.7, so an error of 0.01 in μ* changes δ by about a quarter of its value. In the other direction, a measured α together with Tc/Θ constrains μ*. There L is held fixed instead of λ, and δ = (μ*L)²(1+cλ)/[a(1+λ)] varies almost as μ*², so the sensitivity is close to 2/μ* = 15 and not 25.7. The relative uncertainty of μ* is then about half that of δ, which is useful where δ is large compared with the uncertainty of the measured α, and the inferred value still carries the error of the fit.

Q: Then everything rests on a fit and a convention. Is any part of the result independent of both?

A: Yes. Take the linearized isotropic Eliashberg equations on the Matsubara axis, for a single phonon frequency Ω ∝ M^(−1/2):

ω̃_n = ω_n + πT Σ_m λ(n−m) sgn ω_m,
φ_n = πT Σ_m [λ(n−m) − μ u_n u_m] φ_m/|ω̃_m|,
λ(k) = λΩ²/(Ω² + (2πTk)²),   u_n² = 1/(1 + (ω_n/E)⁴).

Here ω̃_n = Z_n ω_n is the renormalized frequency, φ_n = Z_nΔ_n is the pairing self-energy, and 2πT(n−m) = ω_n − ω_m. These equations neglect vertex corrections, which is the Migdal approximation and needs Ω ≪ E. The weight u² switches the repulsion off smoothly at E. It satisfies w(x) + w(1/x) = 1/(1+x⁴) + x⁴/(1+x⁴) = 1, so by the earlier argument it has the same logarithm as a sharp cutoff at E, and the program tests that sum. For n ≥ 0 the first sum is Σ_{k≤n} λ(k) − Σ_{k≥n+1} λ(k), and since λ(k) is even this leaves Σ_{k=−n}^{n} λ(k). For ω_n ≪ Ω each of the 2n+1 terms is close to λ, so ω̃_n = (1+λ)ω_n, which is the factor Z used before. No μ* and no ω_c appear in these equations.

Two statements can be made. The first is exact. The only energies are T, Ω and E, so Tc = Ω G(λ, μ, E/Ω) for some function G, and scaling Ω and E together scales Tc:

∂ ln Tc/∂ ln Ω + ∂ ln Tc/∂ ln E = 1.

With α = (1/2) ∂ ln Tc/∂ ln Ω this says δ = ∂ ln Tc/∂ ln E.

The second holds for E ≫ Ω. Insert φ_n = Δ_n ω̃_n/ω_n, so that φ_m/|ω̃_m| = Δ_m/|ω_m|, and move the renormalization term to the right:

Δ_n = −μ u_n P + πT Σ_m λ(n−m) [Δ_m/|ω_m| − Δ_n sgn ω_m/ω_n],
P = πT Σ_m u_m Δ_m/|ω_m|.

For ω_n ≫ Ω the phonon term is small. The kernel is peaked at m = n with width Ω, but the bracket vanishes at m = n, and its part linear in ω_m − ω_n cancels because the kernel is even. What remains comes from the tails of the kernel, λΩ²/(ω_n − ω_m)². At frequency ω_n its size is estimated as λ(Ω/ω_n)²P, to be compared with μP, so it is small once ω_n ≫ Ω√(λ/μ). Dropping it above some ω_c with Ω ≪ ω_c ≪ E gives Δ_n = −μu_nP there. Split P into the part P_low from |ω_m| < ω_c, where u = 1, and the rest. The rest is −μP times πT Σ u_m²/|ω_m| over |ω_m| > ω_c, and that sum is the difference of two logarithms, ln(E/ω_c). So P = P_low − μP ln(E/ω_c), which gives μP = μ*(ω_c) P_low with the same μ* as before. The low-frequency equations then contain μ and E only in the combination Y = 1/μ + ln E. Since ∂Y/∂ ln E = 1 and ∂Y/∂μ = −1/μ²,

δ = ∂ ln Tc/∂ ln E = −μ² ∂ ln Tc/∂μ   at fixed Ω and E,

with relative corrections estimated to be of order (λ/μ)(Ω/E)². The estimate involves E and not ω_c because a change of E alters u only at frequencies near E. Since ω̃_n contains neither μ nor E, first-order perturbation of the symmetrized kernel shifts its eigenvalue in proportion to −P² dμ for a change of μ, and to −2μP πT Σ_m (∂u_m/∂ ln E) Δ_m/|ω_m| d ln E for a change of E. Inserting Δ_m = −μu_mP, which is needed only near E, and using πT Σ_m (∂u_m²/∂ ln E)/|ω_m| = 1 turns the latter into μ²P² d ln E, so the two derivatives have the ratio −μ². This relation contains no fit and no p. It is the same as δ = −μ*² ∂ ln F/∂μ*, because dμ/μ² = dμ*/μ*² at fixed cutoffs. McMillan's equation only supplies an approximate value for the derivative.

Q: And do the numbers support it?

A: The program solves these equations for E = 60Ω and μ = 0.17. It restricts φ to even functions of frequency, symmetrizes the kernel with the factors √(πT/|ω̃_n|), keeps Matsubara frequencies up to about 5E, and finds Tc as the temperature at which the largest eigenvalue equals 1. It obtains δ once by shifting Ω at fixed λ, μ and E, which is the isotope experiment, and once from −μ² ∂ ln Tc/∂μ. For the comparison with the fit it uses μ* referred to Ω, which is 0.10023. This is just a label for Y, namely 1/μ*(Ω) = Y − ln Ω.

λ = 0.5: Tc = 0.01175 Ω; δ = 0.1622 (mass), 0.1628 (μ), 0.1510 (McMillan)
λ = 1.0: Tc = 0.07202 Ω; δ = 0.0552 (mass), 0.0554 (μ), 0.0483 (McMillan)
λ = 2.0: Tc = 0.16288 Ω; δ = 0.0286 (mass), 0.0289 (μ), 0.0223 (McMillan)

The first two columns differ by about 1% or less relative to the second, most at λ = 2, inside the asserted 4%. The estimate (λ/μ)(Ω/E)² is 0.3% at λ = 2. The truncation of the sums also contributes, since the tail of u²/ω beyond a cutoff xE depends on temperature at the relative level of x^(−4). The cutoffs used are 4.9E, 5.2E and 5.7E, so this is about 0.2% at λ = 0.5 and 0.1% at λ = 2, where the difference before rounding is 0.8%. Extending the sums to 12E or more moves the entries by at most 0.0002 (the mass-shift value at λ = 0.5 goes from 0.1622 to 0.1624) and leaves differences of 0.18%, 0.35% and 0.71%. These are about 2.2 times (λ/μ)(Ω/E)², so the estimate gives the order and not the coefficient. The Eliashberg δ is positive and falls with λ over the three values, which is also asserted, and the coefficients are α = 0.419, 0.472 and 0.486.

McMillan's δ lies below the Eliashberg mass-shift value by about 7%, 12% and 22% relative to the latter. The program asserts only agreement within 35% of the McMillan value (on that basis the largest deviation is 28%, at λ = 2), since the equation is a fit. In α the discrepancy is half the difference in δ, which is 0.006 at λ = 0.5 and about 0.003 at the two larger values. This supports referring μ* to a frequency of the order of the phonon frequency when these a and c are used, at least for a single-frequency spectrum at μ* near 0.1, but it does not single out p = 1. Shifting 1/μ* by −ln p and evaluating the formula for δ again, p = 2 gives about 1.1, 1.0 and 0.9 times the mass-shift values, further off than p = 1 at λ = 0.5 and closer at the two larger values, while p = 10 gives about 2.0, 1.7 and 1.4 times them. The comparison does not test a broad spectrum characterized by Θ, and it does not test λ below 0.5, where δ is larger and more sensitive. The α of about 0.2 in the worked example is thus a consequence of the fit with p = 1 and has not been confirmed by an Eliashberg solution.

Q: The relative error grows with λ. Is the floor you derived then meaningful at all?

A: As a property of McMillan's equation, yes. As a physical value, no, because the equation fails at large λ. Its exponent tends to −a/(1 − cμ*), so it predicts that Tc saturates. The Eliashberg equations do not allow that. Set μ = 0 and take the symmetrized kernel on even functions, whose matrix elements for n, m ≥ 0 contain λ(n−m) + λ(n+m+1). Its largest eigenvalue is at least its n = m = 0 diagonal element, πT[λ(0) + λ(1)]/ω̃₀ = [λ + λ(1)]/(1 + λ). This equals or exceeds 1 as long as λ(1) ≥ 1, that is Ω² + (2πT)² ≤ λΩ². The system is therefore already superconducting at that temperature, and

Tc ≥ (Ω/2π) √(λ − 1)   for μ = 0,

a lower bound that grows without limit. The Allen-Dynes formula repairs this with a fitted factor

f₁ = (1 + r)^(1/3),   r = [λ/(2.46(1 + 3.8μ*))]^(3/2),

and a second factor for the shape of the spectrum, which equals 1 for a single frequency. Since f₁ contains μ*, it adds to δ. We have ln f₁ = (1/3) ln(1 + r) and d ln r/dμ* = −(3/2)(3.8)/(1 + 3.8μ*), so d ln f₁/dμ* = −1.9 r/[(1 + r)(1 + 3.8μ*)], and

δ_extra = 1.9 μ*² r/[(1 + r)(1 + 3.8μ*)].

The program tests this against the numerical derivative. The term is positive, again of order μ*², grows with λ, and is bounded by 1.9μ*²/(1 + 3.8μ*). With it the fitted values in the Eliashberg comparison become 0.1518, 0.0502 and 0.0266, below the mass-shift values by about 6%, 9% and 7%. At λ = 2 most of the discrepancy is removed, and at λ = 0.5 almost nothing changes. So the number δ_∞ should not be carried over to a strongly coupled metal, and the proof of monotonic decrease belongs to the uncorrected equation. What survives is the order of magnitude: at λ of 1 to 2 and μ* near 0.1, δ is a few percent in the fit, in the corrected fit and in the Eliashberg model.

Q: What about a compound in which only one element is substituted?

A: λ remains independent of each mass separately, as the formula N IᵀΦ⁻¹I shows. The frequency scale is shared. Define β_i = −∂ ln ω_log/∂ ln M_i. Scaling all masses by s multiplies ω_log by s^(−1/2), and differentiating this with respect to ln s gives Σ_i β_i = 1/2. In the test lattice with masses 1 and 3 the exponents are 0.2849 and 0.2151, and the program asserts their sum. If one frequency ω_log is taken both as the prefactor of Tc and as the reference for μ*, the chain rule gives α_i = β_i(1 − δ), and the sum over species is (1 − δ)/2. The sum rule is as good as the single-mass result, because scaling all masses preserves the shape of the spectrum. The individual α_i are less secure, because changing one mass changes the shape, and a one-frequency formula does not follow that. A partial coefficient below 1/2 is in any case no evidence for the μ* effect.

Q: Suppose a measurement on an element gives α well below 1/2. May I conclude that this mechanism is at work?

A: Only after a consistency check, and only if the assumptions hold. The check is the form δ = (μ*L)²(1+cλ)/[a(1+λ)], which implies δ < (μ*L)². This inequality belongs to the uncorrected equation and fails at strong coupling: the Eliashberg solution at λ = 2 has L = ln(Ω/1.2Tc) = 1.63 and (μ*L)² = 0.027, below its δ of 0.029. There δ is only a few percent, so the check is meant for large reductions, and a large reduction requires μ*L of order one. With μ* near 0.13 the table gives δ = 0.34 at λ = 0.5, where L = ln(400/(1.45 × 2.29)) = 4.8 and Tc is about Θ/175, and a δ above one half needs L near six, a Tc several hundred times below Θ. A small α together with a Tc that is a sizable fraction of Θ cannot come from this term unless μ* is much larger.

The assumptions can fail in identifiable places. If the mass enters λ, the chain rule has one more term. From ∂ ln F/∂λ = −a/D + a(1+λ)(1 − cμ*)/D², put over the common denominator D², the numerator is a[(1+λ)(1 − cμ*) − λ(1 − cμ*) + μ*] = a[1 + (1 − c)μ*], so

α = (1 − δ)/2 − a[1 + (1 − c)μ*]/D² × dλ/d ln M,

where Θ ∝ M^(−1/2) has been kept. This term also carries 1/D² but lacks the small factor μ*², so at small λ even a weak mass dependence of λ competes with δ, and it can have either sign. Such a dependence arises when the phonons are anharmonic, because the effective force constants then depend on the zero-point amplitude and hence on M, and in that case the exponent of Θ departs from −1/2 as well. It also arises when the volume shifts with isotope. The derivation further assumes a density of states that is smooth on the phonon scale and a single well-separated cutoff E. Structure in the density of states within a phonon energy of the Fermi level introduces another electronic scale into K₁, and K₂ is then weighted by the density of states outside the phonon window, which differs from that at the Fermi level. If E is not much larger than Θ, the reduction to μ* and the Migdal approximation fail together. Finally the theory is isotropic, single-band and mean field, and it contains no pair breaking and no second pairing interaction with its own energy scale. By the dimensional argument, any such mass-independent scale has its own exponent in the sum that adds up to 1 and alters α in a way that McMillan's equation does not describe. The exponent can have either sign. A mass-independent pair-breaking rate Γ lowers Tc, so its exponent is negative, say −g with g > 0. If it enters as Tc = Tc0 f(Γ/Tc0), with Tc0 the value without pair breaking, then d ln Tc = (1 + g) d ln Tc0 − g d ln Γ, and α is the value without pair breaking multiplied by 1 + g. A positive α is pushed up, and a negative α is pushed further down.

The numerical check, with its output, contains the tests and numbers referred to above.

Calculated quantities

```
lattice (masses 1,3): omega_log exponents 0.2849 + 0.2151 = 0.5000
inputs: Theta = 400 K, E = 60000 K, mu = 0.4, p = 1
ln(E/Theta) = 5.0106, mu* = 0.13314, mu*^2 = 0.017727
square well lam = 0.35: Tc = 4.5074 K, Delta2/Delta1 = -0.6140
square well: delta = 0.3770, alpha = 0.3115
example lam = 0.4: 1+c*lam = 1.2480, D = 0.23384, L = 6.2266
dmu*/dlnM = -0.008864, dlnF/dmu* = -33.232
Tc = 0.5451 K = 0.04698 meV
delta = 0.5891, alpha = 0.2054 (numerical derivative 0.2054)
leading-order coefficient delta/mu*^2 as mu*->0: 11.36
M*1.1: Theta = 381.39 K, mu* = 0.13231
M*1.1: Tc = 0.5344 K, frozen mu* Tc = 0.5198 K
M*1.1: finite alpha = 0.2086
lam = 0.30: Tc = 0.0203 K, delta = 1.4079, alpha = -0.2040
lam = 0.35: Tc = 0.1573 K, delta = 0.8574, alpha = 0.0713
lam = 0.40: Tc = 0.5451 K, delta = 0.5891, alpha = 0.2054
lam = 0.50: Tc = 2.2898 K, delta = 0.3418, alpha = 0.3291
lam = 0.70: Tc = 8.5583 K, delta = 0.1734, alpha = 0.4133
lam = 1.00: Tc = 19.4505 K, delta = 0.0971, alpha = 0.4514
lam = 1.50: Tc = 34.0640 K, delta = 0.0576, alpha = 0.4712
lam0 = 0.1451; A = 0.83028, B = -0.27417, C = -0.000709
lam_z = 0.3328 = 2.499 mu*, Tc there = 0.0880 K
alpha = 0.45 at lam = 0.9802
floor delta = 0.01358, alpha limit = 0.4932
p = 10, lam = 0.4: mu* = 0.19201, alpha = -0.8024
Eliashberg: E = 60 Omega, mu = 0.17, mu*(Omega) = 0.10023
lam = 0.5: N = 3941, Tc = 0.01175 Omega, alpha = 0.4189
  delta: mass shift 0.1622, -mu^2 dlnTc/dmu 0.1628
  delta: McMillan 0.1510, with f1 0.1518
lam = 1.0: N = 686, Tc = 0.07202 Omega, alpha = 0.4724
  delta: mass shift 0.0552, -mu^2 dlnTc/dmu 0.0554
  delta: McMillan 0.0483, with f1 0.0502
lam = 2.0: N = 332, Tc = 0.16288 Omega, alpha = 0.4857
  delta: mass shift 0.0286, -mu^2 dlnTc/dmu 0.0289
  delta: McMillan 0.0223, with f1 0.0266
```
